**Phonon weight of the Hubbard-Holstein impurity against direct diagonalisation**

The program tests ln w = Σ_{i<j} s_i s_j K(|τ_i − τ_j|), where s_i is +1 for a creator and −1 for an annihilator at time τ_i, and K is the thermal oscillator kernel with K(0) = 0. The electron trace uses U_s = U − 2g²/ω and μ_s = μ − g²/ω, where g is the coupling to n − 1 and ω the phonon frequency. The program asserts that the atomic partition function, the Green function and all four-operator correlators at one set of times agree with diagonalisation of the untransformed Hamiltonian in a truncated boson basis. For one six-operator configuration it asserts that the pair sum, the Fock-space trace, the retarded double integral and the Fourier sum agree, and it compares the fast insertion formula with the Fock-space result. With one bath level per spin, it compares the second-order coefficient of the partition function with diagonalisation. A Monte Carlo run using the fast update must reproduce the mean number of hybridisation pairs and the probabilities of zero, one and two pairs within five standard errors. The output shows a mean of 1.206 ± 0.010 pairs against 1.214 from diagonalisation, while screened parameters without the kernel give 1.501.

## Numerical verification

```python
"""
Phonon weight of the hybridisation expansion for a Hubbard-Holstein impurity.

H = U n_up n_dn - mu n + g (n-1)(b + b^+) + omega b^+ b  (+ bath + hybridisation)

Result under test: a configuration of creators (s=+1) and annihilators (s=-1)
at times t_i carries the electron weight with screened parameters
    U_s = U - 2 g^2/omega,   mu_s = mu - g^2/omega
times the phonon weight w, with
    ln w = sum_{i<j} s_i s_j K(|t_i - t_j|),
    K(t) = (g/omega)^2 [cosh(beta omega/2) - cosh(omega(beta/2 - t))]
           / sinh(beta omega/2).
Reference values come from diagonalising the original, untransformed H.
Energies are in units of omega, times in 1/omega, hbar = k_B = 1.
An operator in a configuration is a tuple (time, s, spin).
"""
import itertools
import math
import random
import numpy as np

omega, g, U, mu, beta = 1.0, 0.8, 3.0, 1.2, 5.0
eps_bath, V_hyb = 0.3, 0.5
lam2 = (g / omega) ** 2
shift = g * g / omega
U_s, mu_s = U - 2 * shift, mu - shift


def C(t):
    """Oscillator correlation <x(t)x(0)> with x = b + b^+."""
    return math.cosh(omega * (beta / 2 - abs(t))) / math.sinh(beta * omega / 2)


C_ZERO = C(0.0)


def K(t):
    return lam2 * (C_ZERO - C(t))


def log_phonon_weight(ops):
    return sum(p[1] * q[1] * K(p[0] - q[0])
               for p, q in itertools.combinations(ops, 2))


def insertion_change(ops, t_create, t_annihilate):
    """Change of ln w when one creator-annihilator pair is added to ops."""
    change = -K(t_create - t_annihilate)
    for t, s, _ in ops:
        change += s * (K(t_create - t) - K(t_annihilate - t))
    return change


# ---------- original Hamiltonian in a fermion x boson number basis ----------
def fermion_creators(n_modes):
    raise_one = np.array([[0.0, 0.0], [1.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for mode in range(n_modes):
        matrix = np.eye(1)
        for j in range(n_modes):
            factor = parity if j < mode else raise_one if j == mode else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def build(U_, mu_, g_, n_boson, with_bath=False):
    cr = fermion_creators(4 if with_bath else 2)
    num = [c @ c.T for c in cr]
    one_el, one_ph = np.eye(len(cr[0])), np.eye(n_boson)
    charge = num[0] + num[1]
    h_el = U_ * num[0] @ num[1] - mu_ * charge
    if with_bath:
        h_el = h_el + eps_bath * (num[2] + num[3])
    b = np.diag(np.sqrt(np.arange(1, n_boson)), 1)
    h = (np.kron(h_el, one_ph) + omega * np.kron(one_el, b.T @ b)
         + g_ * np.kron(charge - one_el, b + b.T))
    return h, [np.kron(c, one_ph) for c in cr]


def solve_atom(U_, mu_, g_, n_boson):
    h, cr = build(U_, mu_, g_, n_boson)
    energy, vec = np.linalg.eigh(h)
    return energy, [vec.T @ c @ vec for c in cr]


def correlator(atom, ops):
    """Thermal average of the operators, later times to the left."""
    energy, cr = atom
    ops = sorted(ops)
    matrix = np.diag(np.exp(-ops[0][0] * energy))
    for i, (t, s, spin) in enumerate(ops):
        t_next = ops[i + 1][0] if i + 1 < len(ops) else beta
        matrix = (cr[spin] if s == 1 else cr[spin].T) @ matrix
        matrix = np.exp(-(t_next - t) * energy)[:, None] * matrix
    return np.trace(matrix) / np.exp(-beta * energy).sum()


full_atom = solve_atom(U, mu, g, 40)
screened_atom = solve_atom(U_s, mu_s, 0.0, 1)

print(f"g = {g}, U = {U}, mu = {mu} [omega]; beta = {beta} [1/omega]")
print(f"(g/omega)^2 = {lam2:.4f}; g^2/omega = {shift:.4f} [omega]")
print(f"screened U_s = {U_s:.4f}, mu_s = {mu_s:.4f} [omega]")

# Partition function of the atom
Z_full = np.exp(-beta * full_atom[0]).sum()
Z_s = np.exp(-beta * screened_atom[0]).sum()
Z_formula = Z_s * math.exp(beta * shift) / (1 - math.exp(-beta * omega))
assert abs(Z_full / Z_formula - 1) < 1e-9
print(f"atomic Z: diagonalised {Z_full:.6f}, formula {Z_formula:.6f}")

# Slope and curvature of the kernel
h_step = 1e-4
slope = (4 * K(h_step) - K(2 * h_step)) / (2 * h_step)
curvature = (K(1.3 + h_step) - 2 * K(1.3) + K(1.3 - h_step)) / h_step ** 2
assert abs(slope - shift) < 1e-6
assert abs(curvature + g * g * C(1.3)) < 1e-6
print(f"K'(0+) by differences = {slope:.6f} [omega]")
print(f"K''(1.3): differences {curvature:.5f}, -g^2 C {-g*g*C(1.3):.5f} [omega^2]")


# Atomic Green function
def screened_green(t):
    """<d(t) d^+(0)> of the phonon-free atom with screened parameters."""
    e1, e2 = -mu_s, U_s - 2 * mu_s
    z = 1 + 2 * math.exp(-beta * e1) + math.exp(-beta * e2)
    return (math.exp(-t * e1) + math.exp(-(beta - t) * e1 - t * e2)) / z


print("t [1/omega], K, screened <d d+>, times exp(-K), diagonalised:")
for t in (0.0, 0.5, 1.0, 2.5, 4.0, 5.0):
    direct = correlator(full_atom, [(0.0, 1, 0), (t, -1, 0)]) if t > 0 else \
        1 - correlator(full_atom, [(0.0, 1, 0), (beta, -1, 0)])
    formula = screened_green(t) * math.exp(-K(t))
    assert abs(direct - formula) < 1e-9
    print(f"  {t:.1f}  {K(t):.6f}  {screened_green(t):.6f}  "
          f"{formula:.6f}  {direct:.6f}")

# Every sequence of four operators at fixed times
kinds = [(1, 0), (-1, 0), (1, 1), (-1, 1)]
n_nonzero, worst = 0, 0.0
for sequence in itertools.product(kinds, repeat=4):
    ops = [(t, s, spin) for t, (s, spin) in zip((0.4, 1.3, 2.9, 4.1), sequence)]
    direct = correlator(full_atom, ops)
    electron = correlator(screened_atom, ops)
    if abs(electron) < 1e-13:
        assert abs(direct) < 1e-11
        continue
    formula = electron * math.exp(log_phonon_weight(ops))
    n_nonzero += 1
    worst = max(worst, abs(direct / formula - 1))
assert n_nonzero > 0 and worst < 1e-8
print(f"four-operator correlators: {n_nonzero} nonzero of {len(kinds)**4}")
print(f"  all agree within relative 1e-8: {worst < 1e-8}")

# ---------- one configuration by four roads ----------
old_ops = [(0.5, 1, 0), (1.8, -1, 0), (1.1, 1, 1), (3.6, -1, 1)]
t_c, t_a = 2.6, 4.4
new_ops = sorted(old_ops + [(t_c, 1, 0), (t_a, -1, 0)])


def fock_log_weight(ops):
    return math.log(correlator(full_atom, ops) / correlator(screened_atom, ops))


lnw_old, lnw_new = log_phonon_weight(old_ops), log_phonon_weight(new_ops)
fock_old, fock_new = fock_log_weight(old_ops), fock_log_weight(new_ops)
change = insertion_change(old_ops, t_c, t_a)
assert abs(lnw_old - fock_old) < 1e-8 and abs(lnw_new - fock_new) < 1e-8
assert abs(change - (fock_new - fock_old)) < 1e-8
print("configuration (time [1/omega], s, spin 0=up 1=down):")
print("  " + " ".join(f"({t},{s:+d},{spin})" for t, s, spin in new_ops))
same = sum(K(p[0] - q[0]) for p, q in itertools.combinations(new_ops, 2)
           if p[1] == q[1])
print(f"ln w parts: equal signs {same:+.6f}, opposite {lnw_new - same:+.6f}")
print(f"ln w, 4 operators: pair sum {lnw_old:.6f}, Fock trace {fock_old:.6f}")
print(f"ln w, 6 operators: pair sum {lnw_new:.6f}, Fock trace {fock_new:.6f}")
print(f"w, 6 operators = {math.exp(lnw_new):.6f}")
print(f"insertion: change of ln w {change:.6f}, ratio {math.exp(change):.6f}")

# Retarded action of the charge path m(t) = n(t) - 1, by quadrature
edges = [0.0] + [op[0] for op in new_ops] + [beta]
path = [-1]
for op in new_ops:
    path.append(path[-1] + op[1])
nodes, weights = np.polynomial.legendre.leggauss(12)


def quadrature(function, lo, hi):
    half = (hi - lo) / 2
    return half * sum(w * function(lo + half * (1 + x))
                      for x, w in zip(nodes, weights))


def field(t):
    total = 0.0
    for m, lo, hi in zip(path, edges[:-1], edges[1:]):
        if m == 0:
            continue
        cuts = [lo, t, hi] if lo < t < hi else [lo, hi]
        for a, b in zip(cuts[:-1], cuts[1:]):
            total += m * quadrature(lambda u: C(t - u), a, b)
    return total


retarded = 0.5 * g * g * sum(m * quadrature(field, lo, hi) for m, lo, hi
                             in zip(path, edges[:-1], edges[1:]) if m != 0)
instant = shift * sum(m * m * (hi - lo) for m, lo, hi
                      in zip(path, edges[:-1], edges[1:]))
assert abs(retarded - instant - lnw_new) < 1e-8
print(f"retarded exponent {retarded:.6f}, screening part {instant:.6f}")
print(f"  difference = {retarded - instant:.6f}")

# Fourier form, manifestly non-positive; the tail beyond the cut is below 2e-5
nu = 2 * np.pi * np.arange(1, 200001) / beta
amplitude = sum(s * np.exp(1j * nu * t) for t, s, _ in new_ops)
fourier = -(lam2 / beta) * np.sum(2 * omega / (nu ** 2 + omega ** 2)
                                  * np.abs(amplitude) ** 2)
assert abs(fourier - lnw_new) < 2e-5
print(f"Fourier sum for ln w = {fourier:.4f}")


# ---------- impurity with one bath level per spin ----------
def bath_solution(U_, mu_, g_, n_boson, V):
    """Partition function and mean number of hybridisation pairs."""
    h, cr = build(U_, mu_, g_, n_boson, with_bath=True)
    hop = cr[0] @ cr[2].T + cr[1] @ cr[3].T
    hop = hop + hop.T
    energy, vec = np.linalg.eigh(h + V * hop)
    boltzmann = np.exp(-beta * energy)
    mean_hop = (boltzmann * np.sum(vec * (hop @ vec), axis=0)).sum()
    return boltzmann.sum(), -beta * V * mean_hop / boltzmann.sum() / 2


Z0, _ = bath_solution(U, mu, g, 20, 0.0)
ZV, pairs_exact = bath_solution(U, mu, g, 20, V_hyb)
ZV_large, _ = bath_solution(U, mu, g, 26, V_hyb)
assert abs(ZV_large / ZV - 1) < 1e-8
_, pairs_no_kernel = bath_solution(U_s, mu_s, 0.0, 1, V_hyb)

# Taylor coefficients of Z(V)/Z(0) in powers of V^2
x = 0.02 * np.arange(1, 7)
ratios = np.array([bath_solution(U, mu, g, 20, math.sqrt(v))[0] / Z0 for v in x])
taylor = np.linalg.solve(np.vander(x, 7, increasing=True)[:, 1:], ratios - 1)


def bath_function(t):
    """Bath propagator per V^2 for t = t_annihilate - t_create, antiperiodic."""
    if t < 0:
        return -bath_function(t + beta)
    return math.exp(eps_bath * t) / (math.exp(beta * eps_bath) + 1)


def second_order(kernel_on):
    return 2 * beta * sum(quadrature(
        lambda t: bath_function(t) * screened_green(t)
        * math.exp(-kernel_on * K(t)), lo, lo + beta / 4)
        for lo in np.arange(4) * beta / 4)


order2, order2_bare = second_order(1), second_order(0)
assert abs(order2 / taylor[0] - 1) < 1e-5
print(f"bath level {eps_bath}, V = {V_hyb} [omega]")
print(f"V^2 coefficient of Z/Z0 [1/omega^2]: integral {order2:.5f}")
print(f"  diagonalised {taylor[0]:.5f}; integral with w = 1 {order2_bare:.5f}")

# ---------- Monte Carlo sampling with the fast phonon update ----------
level = [[0.0, -mu_s], [-mu_s, U_s - 2 * mu_s]]


def electron_weight(ops):
    """Screened local trace times absolute bath determinants; ops sorted."""
    trace = 0.0
    for start in ((0, 0), (0, 1), (1, 0), (1, 1)):
        occ, action, last = list(start), 0.0, 0.0
        for t, s, spin in ops:
            if occ[spin] == (s + 1) // 2:
                break
            action += level[occ[0]][occ[1]] * (t - last)
            occ[spin] += s
            last = t
        else:
            action += level[occ[0]][occ[1]] * (beta - last)
            trace += math.exp(-action)
    if trace == 0.0:
        return 0.0
    for spin in (0, 1):
        tc = [o[0] for o in ops if o[2] == spin and o[1] == 1]
        ta = [o[0] for o in ops if o[2] == spin and o[1] == -1]
        if len(tc) == 1:
            trace *= V_hyb ** 2 * abs(bath_function(ta[0] - tc[0]))
        elif len(tc) > 1:
            matrix = [[V_hyb ** 2 * bath_function(a - c) for c in tc] for a in ta]
            trace *= abs(np.linalg.det(np.array(matrix)))
    return trace


rng = random.Random(7)
n_blocks, block_length, n_warm = 20, 10000, 3000
ops, weight = [], electron_weight([])
orders = []
for step in range(n_warm + n_blocks * block_length):
    spin = 0 if rng.random() < 0.5 else 1
    creators = [o for o in ops if o[2] == spin and o[1] == 1]
    annihilators = [o for o in ops if o[2] == spin and o[1] == -1]
    k = len(creators)
    trial = None
    if rng.random() < 0.5:
        new_c = (beta * rng.random(), 1, spin)
        new_a = (beta * rng.random(), -1, spin)
        trial = sorted(ops + [new_c, new_a])
        factor, base, sign = (beta / (k + 1)) ** 2, ops, 1
    elif k > 0:
        new_c, new_a = rng.choice(creators), rng.choice(annihilators)
        trial = [o for o in ops if o is not new_c and o is not new_a]
        factor, base, sign = (k / beta) ** 2, trial, -1
    if trial is not None:
        trial_weight = electron_weight(trial)
        if trial_weight > 0.0:
            log_ratio = sign * insertion_change(base, new_c[0], new_a[0])
            accept = factor * trial_weight / weight * math.exp(log_ratio)
            if rng.random() < accept:
                ops, weight = trial, trial_weight
    if step >= n_warm:
        orders.append(len(ops) // 2)

orders = np.array(orders).reshape(n_blocks, block_length)


def estimate(samples):
    means = samples.mean(axis=1)
    return means.mean(), means.std(ddof=1) / math.sqrt(n_blocks)


print(f"Monte Carlo steps = {orders.size}; value, error, diagonalised:")
checks = [("mean number of pairs", orders.astype(float), pairs_exact),
          ("probability of 0 pairs", orders == 0, Z0 / ZV),
          ("probability of 1 pair", orders == 1, taylor[0] * V_hyb**2 * Z0 / ZV),
          ("probability of 2 pairs", orders == 2, taylor[1] * V_hyb**4 * Z0 / ZV)]
for label, samples, exact in checks:
    value, error = estimate(samples)
    assert 0 < error < 0.05
    assert abs(value - exact) < 5 * error, (label, value, error, exact)
    print(f"  {label}: {value:.4f}, {error:.4f}, {exact:.4f}")

mc_pairs, mc_error = estimate(orders.astype(float))
assert pairs_no_kernel - mc_pairs > 5 * mc_error
print(f"mean number of pairs with w = 1: {pairs_no_kernel:.4f}")
print("no test failed")
```

Output:

```
g = 0.8, U = 3.0, mu = 1.2 [omega]; beta = 5.0 [1/omega]
(g/omega)^2 = 0.6400; g^2/omega = 0.6400 [omega]
screened U_s = 1.7200, mu_s = 0.5600 [omega]
atomic Z: diagonalised 838.259669, formula 838.259669
K'(0+) by differences = 0.640000 [omega]
K''(1.3): differences -0.19153, -g^2 C -0.19153 [omega^2]
t [1/omega], K, screened <d d+>, times exp(-K), diagonalised:
  0.0  0.000000  0.513999  0.513999  0.513999
  0.5  0.250712  0.310275  0.241471  0.241471
  1.0  0.399842  0.203478  0.136417  0.136417
  2.5  0.542902  0.146145  0.084919  0.084919
  4.0  0.399842  0.281450  0.188691  0.188691
  5.0  0.000000  0.486001  0.486001  0.486001
four-operator correlators: 28 nonzero of 256
  all agree within relative 1e-8: True
configuration (time [1/omega], s, spin 0=up 1=down):
  (0.5,+1,0) (1.1,+1,1) (1.8,-1,0) (2.6,+1,0) (3.6,-1,1) (4.4,-1,0)
ln w parts: equal signs +2.714710, opposite -4.036918
ln w, 4 operators: pair sum -1.040244, Fock trace -1.040244
ln w, 6 operators: pair sum -1.322208, Fock trace -1.322208
w, 6 operators = 0.266546
insertion: change of ln w -0.281964, ratio 0.754301
retarded exponent 0.469792, screening part 1.792000
  difference = -1.322208
Fourier sum for ln w = -1.3222
bath level 0.3, V = 0.5 [omega]
V^2 coefficient of Z/Z0 [1/omega^2]: integral 4.09614
  diagonalised 4.09614; integral with w = 1 5.55767
Monte Carlo steps = 200000; value, error, diagonalised:
  mean number of pairs: 1.2056, 0.0102, 1.2141
  probability of 0 pairs: 0.3259, 0.0026, 0.3222
  probability of 1 pair: 0.3297, 0.0025, 0.3299
  probability of 2 pairs: 0.2089, 0.0017, 0.2109
mean number of pairs with w = 1: 1.5007
no test failed
```
